# Induced gap of a semiconductor level coupled to a superconductor, part 1

(Sections cited here and not found follow in the second part.)

## 1. From one metal orbital to the gap equation

**A case that can be solved at sight.** Take one semiconductor level and one metal orbital, both at the Fermi energy, joined by a real tunnel amplitude $t$. The metal orbital has a superconducting pairing energy $\Delta>0$; the semiconductor level has none. An excitation of either orbital is a mixture of an electron with spin up and a missing electron with spin down, written as a column of two amplitudes. Let $\tau_x$ and $\tau_z$ be the Pauli matrices acting on that column. Pairing contributes $\Delta\tau_x$ in the metal. Tunnelling contributes $t\tau_z$, because a hole tunnels with the opposite sign to an electron.

On the semiconductor choose the equal mixture $(1,1)/\sqrt2$, for which $\tau_x=+1$. Tunnelling turns it into $(1,-1)/\sqrt2$ on the metal, for which $\tau_x=-1$ and the energy is $-\Delta$. These two states form a closed problem with the matrix

$$\begin{pmatrix}0&t\\ t&-\Delta\end{pmatrix},\qquad E(E+\Delta)=t^2,\qquad E=-\frac{\Delta}{2}+\sqrt{\frac{\Delta^2}{4}+t^2}.$$

The semiconductor state is pushed up from zero by a metal state below it. The opposite mixture gives the same energies with reversed signs. For $t\ll\Delta$ the excitation energy is $t^2/\Delta$: the level has acquired a gap although no pairing force acts on it.

For large $t$ this energy grows without limit, as $t-\Delta/2$. A large superconductor behaves differently. It has a continuum of excitations starting at $\Delta$, and the calculation below shows that the bound energy then stays below $\Delta$ at any coupling. In the case above a single metal orbital carries all of the coupling; in a continuum no orbital carries a finite share of it.

**The model.** The level has energy $\varepsilon$, measured from the Fermi energy, and operators $d_\sigma$ for spin $\sigma$. The metal has normal-state orbitals $k$ with energies $\xi_k$ and operators $c_{k\sigma}$. The orbitals are chosen real, so that each is paired with itself at opposite spin. The Hamiltonian is

$$H=\varepsilon\sum_\sigma d_\sigma^\dagger d_\sigma+\sum_{k\sigma}\xi_k c_{k\sigma}^\dagger c_{k\sigma}+\Delta\sum_k\left(c_{k\uparrow}^\dagger c_{k\downarrow}^\dagger+\text{h.c.}\right)+t\sum_{k\sigma}\left(d_\sigma^\dagger c_{k\sigma}+\text{h.c.}\right).$$

The assumptions are these. The superconductor is treated in mean field, is of s-wave type, and keeps its gap $\Delta$ when the contact is made. The electrons on the level do not repel each other. There is no magnetic field. The metal is large enough for its levels to form a continuum, with normal density of states $\nu$ per spin, flat over a band much wider than $\Delta$.

Define the columns $\Psi_d=(d_\uparrow,d_\downarrow^\dagger)$ and $\Psi_k=(c_{k\uparrow},c_{k\downarrow}^\dagger)$. To rewrite the spin-down terms, exchange the order of the operators. For the kinetic term, $c_\downarrow^\dagger c_\downarrow=1-c_\downarrow c_\downarrow^\dagger$; for tunnelling, $d_\downarrow^\dagger c_\downarrow=-c_\downarrow d_\downarrow^\dagger$. Both acquire a minus sign, which is the origin of $\tau_z$. Apart from a constant,

$$H=\Psi_d^\dagger\,\varepsilon\tau_z\Psi_d+\sum_k\Psi_k^\dagger h_k\Psi_k+\sum_k\left(\Psi_d^\dagger t\tau_z\Psi_k+\text{h.c.}\right),\qquad h_k=\xi_k\tau_z+\Delta\tau_x.$$

**Eliminating the metal.** Let $u_d$ and $u_k$ be the two-component amplitudes of an eigenstate with energy $\omega$. They obey

$$\omega u_d=\varepsilon\tau_z u_d+t\tau_z\sum_k u_k,\qquad \omega u_k=h_ku_k+t\tau_zu_d.$$

For $|\omega|<\Delta$ the matrix $\omega-h_k$ can be inverted, since the eigenvalues of $h_k$ are $\pm\sqrt{\xi_k^2+\Delta^2}$. The second equation gives $u_k=(\omega-h_k)^{-1}t\tau_zu_d$. Inserted into the first, it leaves a problem for the level alone:

$$\left[\omega-\varepsilon\tau_z-\Sigma(\omega)\right]u_d=0,\qquad \Sigma(\omega)=t^2\sum_k\tau_z(\omega-h_k)^{-1}\tau_z.$$

The matrix $\Sigma$ is the self-energy. Because $\tau_z$ and $\tau_x$ anticommute, $h_k^2=\xi_k^2+\Delta^2$, and therefore $(\omega-h_k)(\omega+h_k)=\omega^2-\xi_k^2-\Delta^2$. The inverse is then $(\omega+h_k)/(\omega^2-\xi_k^2-\Delta^2)$. The outer factors $\tau_z$ leave $\tau_z$ unchanged and reverse $\tau_x$. With

$$s=\sqrt{\Delta^2-\omega^2}>0$$

the result is

$$\Sigma(\omega)=-t^2\sum_k\frac{\omega+\xi_k\tau_z-\Delta\tau_x}{\xi_k^2+s^2}.$$

Replace the sum by $\nu\int d\xi$. In a symmetric band the term with $\xi\tau_z$ is odd and cancels. The rest needs

$$\int_{-\infty}^{\infty}\frac{d\xi}{\xi^2+s^2}=\frac{\pi}{s}.$$

Define the coupling energy $\Gamma=\pi\nu t^2$. Then

$$\Sigma(\omega)=-\frac{\Gamma}{s}\left(\omega-\Delta\tau_x\right).$$

**What $\Gamma$ means.** The normal metal fixes the factor of two that matters when a measured width is inserted. Set $\Delta=0$ and continue to $\omega=i\eta$ with $\eta>0$. Then $s=\eta$ and $\Sigma=-i\Gamma$. The retarded amplitude of the level is $1/(\omega-\varepsilon+i\Gamma)$, whose spectral peak is a Lorentzian of half width at half maximum $\Gamma$. The full width is $2\Gamma$, and the occupation probability decays at the rate $2\Gamma/\hbar$. Here $\Gamma$ is an energy. If a code stores the full width or the rate, the conversion must be made before the gap equation is used.

**Unequal band edges.** Let the metal band run from $-D_-$ to $D_+$, both much larger than $\Delta$. The odd term no longer cancels:

$$\nu\int_{-D_-}^{D_+}\frac{\xi\,d\xi}{\xi^2+s^2}=\frac{\nu}{2}\ln\frac{D_+^2+s^2}{D_-^2+s^2}\approx\nu\ln\frac{D_+}{D_-}.$$

It adds $-(\Gamma/\pi)\ln(D_+/D_-)\,\tau_z$ to $\Sigma$. This has the same form as $\varepsilon\tau_z$, so it shifts the level by

$$\delta\varepsilon=-\frac{\Gamma}{\pi}\ln\frac{D_+}{D_-}.$$

From here on $\varepsilon$ includes this shift. The finite edges also change the even integral, from $\pi/s$ to $\pi/s-1/D_+-1/D_-$ at leading order. Relative to $\pi/s$ this is a correction of order $s/D_\pm$, which is dropped.

**The bound-state equation.** The matrix acting on $u_d$ is now

$$\omega\left(1+\frac{\Gamma}{s}\right)-\varepsilon\tau_z-\frac{\Gamma\Delta}{s}\tau_x.$$

The metal does two things. It induces a pairing term $\Gamma\Delta/s$ of the same sign as in the metal, and it multiplies the energy by $1+\Gamma/s$, because an excitation spends part of its time in the metal. A matrix $a-b\tau_z-c\tau_x$ has determinant $a^2-b^2-c^2$. A solution with nonzero $u_d$ therefore requires

$$\omega^2\left(1+\frac{\Gamma}{s}\right)^2=\varepsilon^2+\frac{\Gamma^2\Delta^2}{s^2}.$$

Expand the square and collect the terms in $\Gamma^2$. They combine because $\omega^2-\Delta^2=-s^2$:

$$\omega^2+\frac{2\Gamma\omega^2}{s}+\frac{\Gamma^2(\omega^2-\Delta^2)}{s^2}=\varepsilon^2
\quad\Longrightarrow\quad
\omega^2\left(1+\frac{2\Gamma}{s}\right)=\varepsilon^2+\Gamma^2 .$$

Writing $E$ for the positive solution gives the general equation

$$E^2\left(1+\frac{2\Gamma}{\sqrt{\Delta^2-E^2}}\right)=\varepsilon^2+\Gamma^2. \tag{1}$$

Call the left side $F(E)$. It starts at zero for $E=0$ and diverges as $E\to\Delta$. Since $ds/dE=-E/s$, its slope is

$$F'(E)=2E\left(1+\frac{2\Gamma}{s}\right)+\frac{2\Gamma E^3}{s^3}>0 .$$

For every $\Gamma>0$ and every $\varepsilon$ there is thus one positive bound energy, and it lies below $\Delta$. Raising $\varepsilon^2$ raises the right side of (1) and hence $E$. The smallest energy occurs at $\varepsilon=0$.

**The gap equation.** At $\varepsilon=0$ the matrix contains $\tau_x$ alone and splits into the branches $\tau_x=\pm1$, as in the opening example. The positive energy belongs to $\tau_x=+1$:

$$E\left(1+\frac{\Gamma}{s}\right)=\frac{\Gamma\Delta}{s}.$$

Multiply by $s$ and divide by $s+\Gamma$. With the name $E_g$ for this energy,

$$E_g=\frac{\Gamma\Delta}{\Gamma+\sqrt{\Delta^2-E_g^2}}. \tag{2}$$

The equation is implicit because the induced pairing is evaluated at the energy of the bound state itself. Setting $E_g=0$ under the root would give the static estimate $\Gamma\Delta/(\Gamma+\Delta)$. That is too low at any finite coupling, since the true root $s$ is smaller than $\Delta$.

The inverse relation is explicit. From $E_g(s+\Gamma)=\Gamma\Delta$ follows $E_gs=\Gamma(\Delta-E_g)$. Write $s=\sqrt{\Delta-E_g}\sqrt{\Delta+E_g}$ and divide by $\sqrt{\Delta-E_g}$, which is not zero:

$$\Gamma=E_g\sqrt{\frac{\Delta+E_g}{\Delta-E_g}}. \tag{3}$$

Squaring gives a cubic,

$$E_g^2(\Delta+E_g)=\Gamma^2(\Delta-E_g). \tag{4}$$

For positive $E_g$ the left side rises and the right side falls, so the cubic has one positive root and squaring has added no false one there.

**From one level to a band.** A quantum well has many levels, with energies that pass through the Fermi energy. If each level has the same $\Gamma$ and the metal does not link different levels, equation (1) holds for each of them separately. The gap in the well's spectrum is then the smallest of their energies, which is $E_g$.

The second condition has content. Suppose two levels at $\varepsilon=0$ couple with equal amplitudes to the same metal orbitals. Their symmetric combination couples with amplitude $\sqrt2\,t$ and has coupling energy $2\Gamma$. Their antisymmetric combination does not couple at all and stays at zero energy, so the pair has no gap. Levels are independent if the products of their tunnel amplitudes average to zero over the metal orbitals in every narrow range of energy. A disordered metal with many orbitals can supply this; here it is an assumption.

**Test by direct diagonalization.** Equations (1) and (2) were compared with the eigenvalues of the full matrix for the level and a discrete metal, without using $\Sigma$. The metal energies and squared amplitudes were

$$\xi_j=\Delta\sinh(jh),\qquad t_j^2=\frac{\Gamma}{\pi}\,\Delta h\cosh(jh),\qquad h=0.05,\quad -240\le j\le240 .$$

The second expression is $\Gamma/\pi$ times the spacing of neighbouring energies, so that a sum over $j$ approximates $(\Gamma/\pi)\int d\xi$. The grid is dense near the Fermi energy, where the integrand is sharp, and still reaches far into the band.

At $\varepsilon=0$ and $\Gamma/\Delta=0.05,\,0.2,\,1,\,2,\,5,\,20$, the largest difference between the lowest positive eigenvalue and the root of the equation was $2.0\times10^{-6}\Delta$. In each of these cases the next eigenvalue was not inside the gap. For the pairs $(\Gamma,\varepsilon)/\Delta=(1,0.5),\,(0.7,-1.5),\,(2,1)$ the energies agreed with (1) to within $3\times10^{-5}\Delta$ and lay above the value at $\varepsilon=0$.

The level shift was tested at $\Gamma=2\Delta$ by cutting the lower side of the band at $j=-220$, which makes $\ln(D_+/D_-)$ close to 1. Moving the level by $+(\Gamma/\pi)\ln(D_+/D_-)$, to cancel $\delta\varepsilon$, restored the symmetric result to within $5\times10^{-5}\Delta$.

## 2. Limits, numerical solution and a device example

**Symbols and results in use.** $\Delta$ is the gap of the superconductor, $\varepsilon$ the level energy from the Fermi energy, and $\Gamma=\pi\nu t^2$ the half width at half maximum of the level beside the normal metal. The bound energy $E$ obeys

$$E^2\left(1+\frac{2\Gamma}{s}\right)=\varepsilon^2+\Gamma^2,\qquad s=\sqrt{\Delta^2-E^2}. \tag{1}$$

Its minimum over $\varepsilon$ is the induced gap $E_g$, which satisfies

$$E_g=\frac{\Gamma\Delta}{\Gamma+s},\qquad \Gamma=E_g\sqrt{\frac{\Delta+E_g}{\Delta-E_g}},\qquad E_g^2(\Delta+E_g)=\Gamma^2(\Delta-E_g). \tag{2–4}$$

The self-energy is $\Sigma=-(\Gamma/s)(\omega-\Delta\tau_x)$, and at $\varepsilon=0$ the positive energy has $\tau_x=+1$. Below, $x=E_g/\Delta$ and $g=\Gamma/\Delta$.

**Weak coupling.** In these variables (3) reads $g=x\sqrt{(1+x)/(1-x)}$. For small $x$,

$$\sqrt{\frac{1+x}{1-x}}=\frac{1+x}{\sqrt{1-x^2}}=1+x+\frac{x^2}{2}+O(x^3),\qquad g=x+x^2+\frac{x^3}{2}+O(x^4).$$

Insert $x=g+ag^2+bg^3$. The terms in $g^2$ require $a+1=0$. Those in $g^3$ require $b+2a+\tfrac12=0$. Hence $a=-1$, $b=\tfrac32$, and

$$E_g=\Gamma-\frac{\Gamma^2}{\Delta}+\frac{3\Gamma^3}{2\Delta^2}+\dots,\qquad \Gamma\ll\Delta. \tag{5}$$

To leading order the gap is set by the contact and does not depend on $\Delta$. At $g=0.2$ the leading term gives $0.200$ and the three terms give $0.172$, against the root $0.169$. At $g=1$ the three terms give $1.5$, outside the allowed range, and the series must not be used.

The bound-state and gap equations for a semiconductor level coupled to a superconductor have been derived and tested by direct diagonalization, and the weak-coupling series has been found. What remains is the strong-coupling limit, levels away from the Fermi energy, the share of the state on the semiconductor, the numerical solution, and a device example with its corrections and limits.
